# The action of sigma·p on Gaussian spinors of either kappa: test program

```python
# Result under test (hbar = 1): for phi = r^l exp(-zeta r^2) chi_(kappa,m),
#   kappa = -(l+1): sigma.p phi = -2 i zeta r^(l+1) exp(-zeta r^2) chi_(-kappa,m)
#   kappa = l: sigma.p phi = i [(2l+1) r^(l-1) - 2 zeta r^(l+1)]
#                              * exp(-zeta r^2) chi_(-kappa,m)
# chi couples Y_l and spin 1/2 (in this order) to j = |kappa| - 1/2.
# zeta: Gaussian exponent in bohr^-2; m2 = 2m is an odd integer.
# Rydberg units: mass 1/2, kinetic energy p^2, c = 2/alpha, 2 m c^2 = c^2.
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


@lru_cache(maxsize=None)
def coupling(l, j2, ml, s2):
    return float(clebsch_gordan(l, Rational(1, 2), Rational(j2, 2),
                                ml, Rational(s2, 2), Rational(2*ml + s2, 2)))


def solid_harmonic(l, m, X):
    """r^l Y_lm as an explicit Cartesian polynomial."""
    x, y, z = X
    total = np.zeros(X.shape[1], dtype=complex)
    for p in range(l + 1):
        q = p - m
        s = l - p - q
        if q >= 0 and s >= 0:
            total += ((-(x + 1j*y)/2)**p * ((x - 1j*y)/2)**q * z**s
                      / (factorial(p)*factorial(q)*factorial(s)))
    return total*sqrt((2*l + 1)/(4*pi)*factorial(l + m)*factorial(l - m))


def solid_spinor(kappa, m2, X):
    """r^l chi_(kappa,m), shape (2, number of points)."""
    l = orbital_l(kappa)
    rows = []
    for s2 in (1, -1):
        ml = (m2 - s2)//2
        if abs(ml) > l:
            rows.append(np.zeros(X.shape[1], dtype=complex))
        else:
            rows.append(coupling(l, 2*abs(kappa) - 1, ml, s2)
                        * solid_harmonic(l, ml, X))
    return np.array(rows)


def gaussian_spinor(kappa, m2, X, zeta, extra=0):
    """r^(l+extra) exp(-zeta r^2) chi_(kappa,m)."""
    r2 = np.sum(X**2, axis=0)
    return (solid_spinor(kappa, m2, X)*np.sqrt(r2)**extra
            * np.exp(-zeta*r2))


def gradient(function, X, h=1e-3):
    """Fourth-order central differences, shape (3, 2, points)."""
    parts = []
    for k in range(3):
        d = np.zeros((3, 1))
        d[k] = h
        parts.append((8*(function(X + d) - function(X - d))
                      - function(X + 2*d) + function(X - 2*d))/(12*h))
    return np.array(parts)


def sigma_dot(vector_of_spinors):
    return np.einsum('kab,kbn->an', PAULI, vector_of_spinors)


def sigma_p(function, X):
    return -1j*sigma_dot(gradient(function, X))


def sigma_L(grad, X):
    x, y, z = X
    gx, gy, gz = grad
    return -1j*sigma_dot(np.array([y*gz - z*gy, z*gx - x*gz, x*gy - y*gx]))


def sigma_r(spinor, X):
    unit = X/np.sqrt(np.sum(X**2, axis=0))
    return np.einsum('kn,kab,bn->an', unit, PAULI, spinor)


# Pointwise tests for l = 0..3 and every m
rng = np.random.default_rng(7)
X = rng.uniform(-1.2, 1.2, (3, 40))
r = np.sqrt(np.sum(X**2, axis=0))
z_test = 0.8
gauss = np.exp(-z_test*r**2)
kappas = [-4, -3, -2, -1, 1, 2, 3]
worst = 0.0
cases = 0
for kappa in kappas:
    l = orbital_l(kappa)
    for m2 in range(-(2*abs(kappa) - 1), 2*abs(kappa), 2):
        def phi(Y):
            return gaussian_spinor(kappa, m2, Y, z_test)
        value = phi(X)
        grad = gradient(phi, X)
        assert np.allclose(sigma_L(grad, X), -(kappa + 1)*value, atol=1e-8)
        chi = solid_spinor(kappa, m2, X/r)
        chi_opposite = solid_spinor(-kappa, m2, X/r)
        assert np.allclose(sigma_r(chi, X), -chi_opposite, atol=1e-11)
        if kappa < 0:
            radial = -2*z_test*r**(l + 1)*gauss
        else:
            radial = ((2*l + 1)*r**(l - 1) - 2*z_test*r**(l + 1))*gauss
        error = np.max(np.abs(sigma_p(phi, X) - 1j*radial*chi_opposite))
        worst = max(worst, error)
        cases += 1
        # Radial power q = l+2: two terms for either sign of kappa
        q = l + 2
        general = ((q + kappa + 1)*r**(q - 1) - 2*z_test*r**(q + 1))*gauss
        image = sigma_p(lambda Y: gaussian_spinor(kappa, m2, Y, z_test, 2), X)
        assert np.allclose(image, 1j*general*chi_opposite, atol=1e-8)
assert worst < 1e-8


# Radial-angular splitting on a spinor that is no eigenfunction of sigma.L
def mixed(Y):
    return (gaussian_spinor(-2, 1, Y, 0.7)
            + (0.3 + 0.4j)*gaussian_spinor(2, -1, Y, 1.1))


grad = gradient(mixed, X)
radial_derivative = np.einsum('kn,kan->an', X/r, grad)
split = -1j*sigma_r(radial_derivative - sigma_L(grad, X)/r, X)
assert np.allclose(sigma_p(mixed, X), split, atol=1e-10)

# Three-dimensional Gauss-Hermite quadrature for products of two Gaussians
zeta = 2.0
nodes, weights = np.polynomial.hermite.hermgauss(8)
T = np.array(np.meshgrid(nodes, nodes, nodes, indexing='ij')).reshape(3, -1)
W = np.einsum('i,j,k->ijk', weights, weights, weights).ravel()
W = W*np.exp(np.sum(T**2, axis=0))/(2*zeta)**1.5
Q = T/sqrt(2*zeta)


def inner(a, b):
    return np.sum(W*np.sum(a.conj()*b, axis=0))


def lower_matrices(image, basis):
    overlap = np.array([[inner(a, b) for b in basis] for a in basis])
    coupling_vector = np.array([inner(b, image) for b in basis])
    return overlap, coupling_vector


def projected_kinetic(norm, image, basis):
    S, v = lower_matrices(image, basis)
    return (v.conj() @ np.linalg.solve(S, v)).real/norm


kinetic = {}
projected = {}
stored = {}
for kappa in kappas:
    l = orbital_l(kappa)

    def phi(Y):
        return gaussian_spinor(kappa, 1, Y, zeta)
    upper = phi(Q)
    norm = inner(upper, upper).real
    image = sigma_p(phi, Q)
    grad = gradient(phi, Q)
    kinetic[kappa] = inner(image, image).real/norm
    p_squared = sum(inner(g, g).real for g in grad)/norm
    assert abs(kinetic[kappa] - p_squared) < 1e-6
    assert abs(kinetic[kappa] - (2*l + 3)*zeta) < 1e-6
    first = gaussian_spinor(-kappa, 1, Q, zeta)
    second = gaussian_spinor(-kappa, 1, Q, zeta, 2)
    if kappa < 0:
        bases = {'single': [first]}
    else:
        # Fixed ratio taken from the derived formula, not from the image
        fixed = (2*l + 1)*first - 2*zeta*second
        bases = {'fixed': [fixed], 'separate': [first, second],
                 'low': [first], 'high': [second]}
    for name, basis in bases.items():
        projected[kappa, name] = projected_kinetic(norm, image, basis)
        stored[kappa, name] = (norm, image, basis)
    full = kinetic[kappa]
    if kappa < 0:
        assert abs(projected[kappa, 'single'] - full) < 1e-6
    else:
        assert abs(projected[kappa, 'fixed'] - full) < 1e-6
        assert abs(projected[kappa, 'separate'] - full) < 1e-6
        assert abs(projected[kappa, 'low']/full
                   - (2*l + 1)/(2*l + 3)) < 1e-7
        assert abs(projected[kappa, 'high']/full
                   - ((2*l - 1)/(2*l + 3))**2) < 1e-7

# Free-particle Dirac matrix, rest energy subtracted
c = 2/constants.fine_structure


def dirac_energy(norm, image, basis, speed):
    S, v = lower_matrices(image, basis)
    n = len(basis)
    H = np.zeros((n + 1, n + 1), dtype=complex)
    M = np.zeros_like(H)
    M[0, 0] = norm
    M[1:, 1:] = S
    H[1:, 0] = speed*v
    H[0, 1:] = speed*v.conj()
    H[1:, 1:] = -speed**2*S
    return eigh(H, M, eigvals_only=True)[-1]


dirac = {}
for key in [(-2, 'single'), (1, 'fixed'), (1, 'separate'),
            (1, 'low'), (1, 'high')]:
    dirac[key] = dirac_energy(*stored[key], c)
    k = projected[key]
    expected = (-c**2 + sqrt(c**4 + 4*c**2*k))/2
    assert abs(dirac[key] - expected) < 1e-6
    # Ten times larger c: deviation from k must fall a hundredfold
    far = dirac_energy(*stored[key], 10*c)
    assert abs((far - k) - (dirac[key] - k)/100) < 1e-6

# Worked example: l = 1, radial factors extracted from numerical derivatives
direction = np.array([[0.48], [0.60], [0.64]])
direction = direction/np.linalg.norm(direction)


def radial_from_derivative(kappa, radius):
    image = sigma_p(lambda Y: gaussian_spinor(kappa, 1, Y, zeta),
                    radius*direction)
    chi = solid_spinor(-kappa, 1, direction)
    return (np.vdot(chi, image)/(1j*np.vdot(chi, chi))).real


radii = [0.25, 0.5, 1.0, 1.5]
table = []
for radius in radii:
    a = radial_from_derivative(-2, radius)
    b = radial_from_derivative(1, radius)
    g = np.exp(-zeta*radius**2)
    assert abs(a + 2*zeta*radius**2*g) < 1e-8
    assert abs(b - (3 - 2*zeta*radius**2)*g) < 1e-8
    table.append((radius, a, b))
node = sqrt(3/(2*zeta))
assert abs(radial_from_derivative(1, node)) < 1e-8
assert radial_from_derivative(1, 0.9*node) > 0 > radial_from_derivative(
    1, 1.1*node)
origin_half = radial_from_derivative(1, 0.0)
origin_three_half = radial_from_derivative(-2, 0.0)
assert abs(origin_half - 3) < 1e-8 and abs(origin_three_half) < 1e-8

rydberg_eV = constants.value('Rydberg constant times hc in eV')
print(f"spinors tested (l = 0 to 3, all m): {cases}")
print(f"largest pointwise error of sigma.p formulas: {worst:.1e}")
print("example: l = 1, unnormalized upper radial factor r exp(-zeta r^2)")
print(f"zeta = {zeta:.1f} bohr^-2")
print(f"p3/2 coefficient of r^2: {-2*zeta:.1f} bohr^-2")
print(f"p1/2 coefficients: r^0: {2*1 + 1}, r^2: {-2*zeta:.1f} bohr^-2")
print("radial factors of sigma.p phi (after removing i), dimensionless:")
for radius, a, b in table:
    print(f"  r = {radius:.2f} bohr: p3/2 {a:9.5f}, p1/2 {b:9.5f}")
print(f"at r = 0: p3/2 {abs(origin_three_half):.5f}, p1/2 {origin_half:.5f}")
print(f"node of p1/2 image: {node:.5f} bohr")
print(f"<p^2> p3/2: {kinetic[-2]:.5f} Ry")
print(f"<p^2> p1/2: {kinetic[1]:.5f} Ry = {kinetic[1]*rydberg_eV:.3f} eV")
print(f"speed of light c = {c:.4f} Rydberg atomic units")
print("projected kinetic energy k and Dirac matrix energy E, in Ry:")
labels = {(-2, 'single'): 'p3/2, single r^2 function',
          (1, 'fixed'): 'p1/2, fixed two-term combination',
          (1, 'separate'): 'p1/2, both functions separate',
          (1, 'low'): 'p1/2, r^0 function only',
          (1, 'high'): 'p1/2, r^2 function only'}
for key, label in labels.items():
    print(f"  {label}: k = {projected[key]:.5f}, E = {dirac[key]:.5f}")
print("recovered fraction of <p^2> for j = l-1/2, one function only:")
for l in (1, 2, 3):
    low = projected[l, 'low']/kinetic[l]
    high = projected[l, 'high']/kinetic[l]
    print(f"  l = {l}: r^(l-1) only {low:.5f}, r^(l+1) only {high:.5f}")
print("done: every assertion held")
```

Printed output:

```
spinors tested (l = 0 to 3, all m): 32
largest pointwise error of sigma.p formulas: 2.5e-12
example: l = 1, unnormalized upper radial factor r exp(-zeta r^2)
zeta = 2.0 bohr^-2
p3/2 coefficient of r^2: -4.0 bohr^-2
p1/2 coefficients: r^0: 3, r^2: -4.0 bohr^-2
radial factors of sigma.p phi (after removing i), dimensionless:
  r = 0.25 bohr: p3/2  -0.22062, p1/2   2.42687
  r = 0.50 bohr: p3/2  -0.60653, p1/2   1.21306
  r = 1.00 bohr: p3/2  -0.54134, p1/2  -0.13534
  r = 1.50 bohr: p3/2  -0.09998, p1/2  -0.06665
at r = 0: p3/2 0.00000, p1/2 3.00000
node of p1/2 image: 0.86603 bohr
<p^2> p3/2: 10.00000 Ry
<p^2> p1/2: 10.00000 Ry = 136.057 eV
speed of light c = 274.0720 Rydberg atomic units
projected kinetic energy k and Dirac matrix energy E, in Ry:
  p3/2, single r^2 function: k = 10.00000, E = 9.99867
  p1/2, fixed two-term combination: k = 10.00000, E = 9.99867
  p1/2, both functions separate: k = 10.00000, E = 9.99867
  p1/2, r^0 function only: k = 6.00000, E = 5.99952
  p1/2, r^2 function only: k = 0.40000, E = 0.40000
recovered fraction of <p^2> for j = l-1/2, one function only:
  l = 1: r^(l-1) only 0.60000, r^(l+1) only 0.04000
  l = 2: r^(l-1) only 0.71429, r^(l+1) only 0.18367
  l = 3: r^(l-1) only 0.77778, r^(l+1) only 0.30864
done: every assertion held
```
